# Heisenberg hexagon from symmetric Kekule and Dewar structures

**Question**

I am trying to solve the six-site Heisenberg ring

\[
H=J\sum_{i=1}^{6}\mathbf S_i\cdot\mathbf S_{i+1},\qquad J>0,\quad \mathbf S_7\equiv\mathbf S_1,
\]

by hand with valence-bond structures, as a spin model of six electrons on a hexagon. My two Kekule structures are products of normalized singlets, \([12][34][56]\) and \([23][45][61]\), where \([ab]=(\alpha_a\beta_b-\beta_a\alpha_b)/\sqrt2\).

One structure alone gives \(-9J/4\). For the two together I find the overlap \(-1/4\) and the Hamiltonian element \(+9J/8\), so their sum has energy

\[
\frac{-9/4+9/8}{1-1/4}\,J=-\frac32J .
\]

This is higher than a single structure, so "resonance" seems to destabilize the ring. What is wrong with my symmetric combination? How do the three Dewar structures enter, and what are the ground energy, the weights of the structures and the resonance energy relative to one Kekule structure?

**Answer**

Your matrix elements are right. The trouble is the sign hidden in the direction of each bond: when every bond is written from one sublattice to the other, your sum is a difference. Once the directions are fixed in that way, the problem reduces to a quadratic equation.

**Orienting the bonds**

Call sites 1, 3, 5 sublattice A and sites 2, 4, 6 sublattice B. Write every singlet from A to B:

\[
(a,b)=\frac{\alpha_a\beta_b-\beta_a\alpha_b}{\sqrt2},\qquad a\in A,\ b\in B .
\]

The five structures without crossing bonds are

\[
\begin{aligned}
K_1&=(1,2)(3,4)(5,6), & K_2&=(3,2)(5,4)(1,6),\\
D_1&=(1,4)(3,2)(5,6), & D_2&=(3,6)(5,4)(1,2),\\
D_3&=(5,2)(1,6)(3,4).
\end{aligned}
\]

Exchanging the two ends of a singlet changes its sign. Your second structure has all three bonds running from B to A, so it equals \((-1)^3K_2=-K_2\). Your sum is therefore \(K_1-K_2\). It is symmetric in the geometric sense: moving every spin one site along the ring turns \(K_1\) into \([23][45][61]=-K_2\) and \(K_2\) into \(-K_1\), so \(K_1-K_2\) is unchanged while \(K_1+K_2\) changes sign. The same move sends each Dewar structure to minus another one, so the ground spin function found below is odd under this rotation and your even combination cannot mix with it. The sign comes from the odd number of bonds; for rings of four or eight sites the sum written your way is the lower combination. Below, "symmetric" means equal coefficients in the A-to-B convention:

\[
K=K_1+K_2,\qquad D=D_1+D_2+D_3 .
\]

**How the Hamiltonian moves bonds**

With \(\hbar=1\), \(\mathbf S_i\cdot\mathbf S_j\) is \(-3/4\) in a pair singlet and \(+1/4\) in a pair triplet. Hence

\[
P_{ij}=\tfrac14-\mathbf S_i\cdot\mathbf S_j
\]

is 1 on the singlet and 0 on the triplet: it is the singlet projector. Summing over the six ring bonds gives

\[
H=J\left(\tfrac32-\Sigma\right),\qquad \Sigma=\sum_{i=1}^{6}P_{i,i+1}.
\]

If \(i\) and \(j\) already share a bond, \(P_{ij}(i,j)=(i,j)\). If they do not, let \(i,k\in A\) and \(j,l\in B\), with \(i\) bonded to \(l\) and \(k\) bonded to \(j\). Expand the product:

\[
\begin{aligned}
(i,l)(k,j)=\tfrac12\big[&\alpha_i\beta_l\alpha_k\beta_j-\alpha_i\beta_l\beta_k\alpha_j\\
&-\beta_i\alpha_l\alpha_k\beta_j+\beta_i\alpha_l\beta_k\alpha_j\big].
\end{aligned}
\]

The two middle terms have parallel spins on \(i\) and \(j\), so the projector removes them. The singlet \((i,j)\) has overlap \(1/\sqrt2\) with \(\alpha_i\beta_j\) and \(-1/\sqrt2\) with \(\beta_i\alpha_j\). The first and last terms therefore leave

\[
P_{ij}(i,l)(k,j)=(i,j)\,\frac{1}{2\sqrt2}\left(\alpha_k\beta_l-\beta_k\alpha_l\right)
=\tfrac12(i,j)(k,l).
\]

The projector bonds \(i\) to \(j\), joins their former partners, and supplies a factor \(+1/2\).

Apply this to \(K_1\). Ring bonds 12, 34 and 56 each return \(K_1\). The other three give

\[
P_{23}K_1=\tfrac12D_1,\qquad P_{45}K_1=\tfrac12D_2,\qquad P_{61}K_1=\tfrac12D_3 .
\]

For \(K_2\), bonds 23, 45 and 61 return \(K_2\), while bonds 56, 12 and 34 give \(D_1/2\), \(D_2/2\) and \(D_3/2\). Thus

\[
\Sigma K_1=3K_1+\tfrac12D,\qquad \Sigma K_2=3K_2+\tfrac12D .
\]

For \(D_1\), bonds 23 and 56 return \(D_1\). Bonds 12 and 34 each give \(K_1/2\), and bonds 45 and 61 each give \(K_2/2\). Therefore \(\Sigma D_1=2D_1+K\). A rotation by two sites preserves the sublattices and the orientations, leaves \(K_1\) and \(K_2\) unchanged and permutes the Dewar structures, so

\[
\Sigma D_m=2D_m+K,\qquad m=1,2,3 .
\]

**The quadratic equation**

Adding these results gives

\[
\Sigma K=3K+D,\qquad \Sigma D=3K+2D .
\]

Try \(\Psi=K+rD\) with \(\Sigma\Psi=\lambda\Psi\). Matching the coefficients of \(K\) and \(D\) requires

\[
3+3r=\lambda,\qquad 1+2r=\lambda r .
\]

The first equation gives \(r=(\lambda-3)/3\). Write the second as \(1=(\lambda-2)r\), insert \(r\), and multiply by 3:

\[
(\lambda-2)(\lambda-3)=3
\quad\Longrightarrow\quad
\lambda^2-5\lambda+3=0 .
\]

Since \(E=J(3/2-\lambda)\), the larger root gives the lower energy:

\[
\lambda=\frac{5+\sqrt{13}}2,\qquad
\boxed{E_0=-\frac{2+\sqrt{13}}2J\approx-2.803J},\qquad
r=\frac{\sqrt{13}-1}{6}\approx0.434 .
\]

Your combination also has a place in the spectrum. The Dewar terms cancel in \(\Sigma(K_1-K_2)=3(K_1-K_2)\), so its energy is \(-3J/2\), as you found. It is an excited singlet.

**Why this is the ground state of the whole ring**

A solution within five structures does not by itself exclude a lower state of another spin. Every multiplet has a member with \(S_z=0\), so it suffices to examine that space.

Multiply each spin configuration by \((-1)^{n_A}\), where \(n_A\) is the number of down spins on A. An exchange of antiparallel neighbours has matrix element \(J/2\) and changes \(n_A\) by one. In the new basis the element is \(-J/2\), while diagonal elements are unchanged. Repeated exchanges connect all \(S_z=0\) configurations.

Replacing the amplitudes of a lowest vector by their absolute values cannot raise its energy, so a nonnegative lowest vector exists. If one of its amplitudes were zero, the eigenvalue equation there would force the amplitudes of all connected neighbours to vanish, and then the whole vector. It is therefore strictly positive. It is also unique: a second, orthogonal lowest vector would have amplitudes of both signs, and a suitable combination of the two would be a nonnegative lowest vector with a zero amplitude, which was just excluded.

In the same basis each A-to-B singlet has two positive amplitudes. Since \(r>0\), \(K+rD\) is nonnegative and nonzero, so it overlaps with the positive lowest vector. Eigenvectors of different energy are orthogonal; hence \(K+rD\) is the ground state.

**Overlaps and weights**

The sign-changed basis also gives the overlaps. Each structure contains \(2^3\) configurations, all with amplitude \(2^{-3/2}\). Draw two structures on top of each other: their bonds form closed loops, with a shared bond counting as one loop. Spins must alternate around each loop, which can be done in two ways. With \(n\) loops, the overlap is \(2^n/2^3=2^{n-3}\).

The two Kekule structures form one loop, as do two different Dewar structures. A Kekule and a Dewar structure share one bond and form one further loop. Therefore

\[
\langle K_1|K_2\rangle=\tfrac14,\qquad
\langle K_i|D_m\rangle=\tfrac12,\qquad
\langle D_m|D_n\rangle=\tfrac14\ (m\ne n).
\]

For the sums this gives

\[
\begin{aligned}
\langle K|K\rangle&=2+2\cdot\tfrac14=\tfrac52,\\
\langle K|D\rangle&=6\cdot\tfrac12=3,\\
\langle D|D\rangle&=3+6\cdot\tfrac14=\tfrac92 .
\end{aligned}
\]

Using \(r^2=(7-\sqrt{13})/18\), the norm of \(\Psi\) is

\[
\begin{aligned}
N&=\tfrac52+6r+\tfrac92r^2\\
&=\tfrac52+(\sqrt{13}-1)+\frac{7-\sqrt{13}}4
=\frac{13+3\sqrt{13}}4 .
\end{aligned}
\]

Because the structures overlap, squared coefficients do not add up to one. The Chirgwin-Coulson weight of structure \(i\) in a normalized state is \(w_i=c_i\sum_jS_{ij}c_j\), where \(S_{ij}\) is the overlap matrix. It divides each cross term equally between its two structures. For both Kekule structures together,

\[
\begin{aligned}
W_K&=\frac{\langle K|K\rangle+r\langle K|D\rangle}{N}
=\frac{5/2+3r}{N}
=\frac{2(4+\sqrt{13})}{13+3\sqrt{13}}\\
&=\frac{2(4+\sqrt{13})(13-3\sqrt{13})}{169-117}
=\frac{13+\sqrt{13}}{26}
=\frac12+\frac1{2\sqrt{13}} .
\end{aligned}
\]

The three Dewar structures have the remainder:

\[
W_D=1-W_K=\frac12-\frac1{2\sqrt{13}} .
\]

Numerically, \(W_K\approx0.639\) and \(W_D\approx0.361\), or about 0.319 for each Kekule structure and 0.120 for each Dewar structure.

These are not probabilities of mutually exclusive bonding patterns. Löwdin weights, obtained by squaring the components of \(S^{1/2}c\), are 0.534 for the Kekule set and 0.466 for the Dewar set in the same state. Moreover, the squared projection of the normalized ground state on normalized \(K\) is 0.971. This is compatible with a large Dewar weight because \(K\) and \(D\) are far from orthogonal:

\[
\frac{\langle K|D\rangle^2}{\langle K|K\rangle\langle D|D\rangle}
=\frac{9}{45/4}=\frac45 .
\]

Much of what the weights assign to \(D\) could equally be described by \(K\).

**Resonance energy**

In \(K_1\), each of the three bonded pairs contributes \(-3J/4\). Neighbours in different singlets contribute zero, since their correlation factorizes into \(\langle\mathbf S_i\rangle\cdot\langle\mathbf S_j\rangle\) and each factor vanishes. Thus \(E_{K_1}=-9J/4\), and

\[
\boxed{E_{\rm res}=E_{K_1}-E_0
=-\frac94J+\frac{2+\sqrt{13}}2J
=\frac{2\sqrt{13}-5}{4}J\approx0.553J}.
\]

To see what the Dewar structures add, first use \(K\) alone:

\[
\frac{\langle K|\Sigma|K\rangle}{\langle K|K\rangle}
=3+\frac{\langle K|D\rangle}{\langle K|K\rangle}
=3+\frac{3}{5/2}=\frac{21}{5},
\qquad
E_K=\left(\frac32-\frac{21}{5}\right)J=-\frac{27}{10}J .
\]

With the correct sign, mixing the two Kekule structures lowers the energy by \(0.450J\). Admitting the Dewar structures lowers it by a further \(0.103J\). This division refers to that order of inclusion.

**Numbers for a chosen exchange constant**

Take the round model value \(J=2\) eV, not assigned to any molecule. Then

\[
\begin{aligned}
E_{K_1}&=-2.25\times2=-4.500\ \text{eV},\\
E_K&=-2.70\times2=-5.400\ \text{eV},\\
E_0&=-2.8028\times2=-5.606\ \text{eV},\\
E_{\rm res}&=0.5528\times2=1.106\ \text{eV}.
\end{aligned}
\]

Of the resonance energy, 0.900 eV comes from Kekule mixing and 0.206 eV from the Dewar structures. In atomic units, \(E_0=-0.2060\) hartree and \(E_{\rm res}=0.0406\) hartree. The numerical check checks the energies, the ground-state coefficients and the weights against diagonalization in the full 64-dimensional spin space.

**Where the result applies**

The solution is exact for this spin Hamiltonian with six equal, positive couplings. Three changes matter:

- If the couplings on 23, 45 and 61 are weakened, \(K_1\) and \(K_2\) are no longer equivalent and the two-component reduction fails. When those couplings vanish, \(K_1\) itself is the ground state and the resonance energy relative to it is zero.
- If \(J<0\), parallel spins minimize every bond energy, so the ground state has total spin 3 and lies outside the singlet structures.
- If the Hamiltonian is written with \(\mathbf S_i\cdot\mathbf S_j-\tfrac14\), all total energies shift by \(-3J/2\). The resonance energy and the weights do not change.

The model omits ionic structures, the sigma frame and any change of geometry. It stands for six electrons only when double occupation of a site is rare. For the half-filled Hubbard hexagon with hopping \(t\), on-site repulsion \(U\) and \(J=4t^2/U\), the spin model (with bonds written \(\mathbf S_i\cdot\mathbf S_j-\tfrac14\)) gives \(-0.861t\) against the exact \(-0.853t\) at \(U/t=20\), where configurations without doubly occupied sites carry 0.96 of the ground state; at \(U/t=4\) it gives \(-4.30t\) against \(-3.67t\), and that weight is only 0.45. Its resonance energy is the difference between two energies of one spin Hamiltonian, and should not be read as a measured stabilization energy of a molecule.

## Numbers as computed

```
Exchange constant J (chosen): 2.0000 eV
Overlap K1,K2: 0.2500
Overlap K1,D1: 0.5000
Overlap D1,D2: 0.2500
Five singlet energies / J: -2.802776 -1.500000 -0.500000 -0.500000 0.802776
Ground energy / J, full diagonalization: -2.80277564
Ground energy / J, closed form: -2.80277564
Dewar/Kekule coefficient ratio r: 0.434259
Norm of K + r D: 5.954163
Normalized coefficient, each Kekule: 0.409817
Normalized coefficient, each Dewar: 0.177966
Chirgwin-Coulson weight, each Kekule: 0.319338
Chirgwin-Coulson weight, each Dewar: 0.120442
Chirgwin-Coulson weight, both Kekule: 0.638675
Chirgwin-Coulson weight, three Dewar: 0.361325
Lowdin weight, both Kekule: 0.534008
Lowdin weight, three Dewar: 0.465992
Squared projection on normalized K: 0.971495
Neighbour correlation <S_i.S_j>: -0.467129
One Kekule energy / J: -2.250000
Two Kekule energy / J: -2.700000
Resonance energy / J: 0.552776
Part from Kekule mixing / J: 0.450000
Part from Dewar structures / J: 0.102776
One Kekule energy: -4.5000 eV
Two Kekule energy: -5.4000 eV
Ground energy: -5.6056 eV
Resonance energy: 1.1056 eV
Part from Kekule mixing: 0.9000 eV
Part from Dewar structures: 0.2056 eV
Ground energy converted: -0.206000 hartree
Resonance energy converted: 0.040628 hartree
```
